Specific Mass Shift from the Dipole Sum Rule S(1), Tested on Helium

**What symmetry and dimensions fix**

An atom at rest as a whole has zero total momentum. If its electrons carry the total momentum P, the nucleus carries −P, and its kinetic energy is P²/(2M). The energy shift caused by a finite nuclear mass M is therefore, to first order in 1/M, proportional to the rotational scalar <P²>/M.

A dipole sum can contain the same scalar. Let R be the sum of the electron positions. A matrix element of R times its transition frequency is a matrix element of the velocity of R, which for electrons of equal mass is proportional to P. The sum of squared dipole elements weighted by two powers of frequency should then be proportional to <P²>. One of these powers is already inside the oscillator strength, so the sum needed is the first energy moment of the oscillator strengths, S(1).

The square P² contains one-electron terms p_i² and pair terms p_i·p_j. The specific mass shift comes from the pair terms alone. The one-electron terms are the kinetic energy, which for Coulomb forces is a fixed multiple of the total energy E. The answer must have the form

M ΔE_sms = a S(1) + b E,

with two pure numbers a and b. Both derivations below give a = 3/4 and b = 1.

**Conventions**

Hartree atomic units are used, and M is in units of the electron mass. The atom has N electrons and a point nucleus of charge Z; the treatment is nonrelativistic. For a fixed nucleus,

H = T + V,  T = ½ Σ_i p_i²,  V = −Σ_i Z/r_i + Σ_{i<j} 1/r_ij.

The state ψ0, written |0>, is a normalized bound eigenstate of definite parity with energy E. The states |n> are a complete set of eigenstates, continuum included, with energies E_n. Further,

R = Σ_i r_i,  P = Σ_i p_i,  ω_n = E_n − E,
f_n = (2/3) ω_n |<n|R|0>|²,  S(1) = Σ_n ω_n f_n,
W = <0| Σ_{i<j} p_i·p_j |0>.

The squared modulus of a vector element is summed over its three components. The statement to be derived is

ΔE_sms = W/M = (1/M) [ (3/4) S(1) + E ].

**First derivation: momentum and closure**

Let X be the nuclear position, x_i the electron positions in the laboratory, and r_i = x_i − X. A state of zero total momentum depends on the r_i alone. For such a function the chain rule gives

∂/∂x_i = ∇_i,  ∂/∂X = −Σ_i ∇_i.

The full kinetic energy becomes

−½ Σ_i ∇_i² − (1/2M)(Σ_i ∇_i)² = T + P²/(2M),

because P = −i Σ_i ∇_i. Expanding the square,

P²/(2M) = (1/M) · ½ Σ_i p_i² + (1/M) Σ_{i<j} p_i·p_j.

The factor 2 of each cross term has cancelled the ½. The first part equals T/M and produces the normal mass shift. The second part produces the specific shift, whose first-order value is W/M.

Next, <P²> is expressed through dipole elements. For one Cartesian component, [x,p] = i gives

[p²,x] = p[p,x] + [p,x]p = −2ip.

Components belonging to different electrons or directions commute, and V, a function of positions, commutes with R. Hence

[H,R] = −iP.

Taking the element between <n| and |0>, where H gives E_n on the left and E on the right,

ω_n <n|R|0> = −i <n|P|0>.

The squared moduli of both sides are equal, so

S(1) = (2/3) Σ_n ω_n² |<n|R|0>|²
= (2/3) Σ_n |<n|P|0>|²
= (2/3) <P²>.

The last step is completeness. States with ω_n = 0, including |0> itself, cause no difficulty: the relation between the elements shows that their momentum elements vanish too. The sum converges because <P²> is finite.

It remains to remove the one-electron part. Stretch the state to s^{3N/2} ψ0(s r_1, …, s r_N), which stays normalized. Its mean energy is

E(s) = s² <T> + s <V>,

since T has two derivatives and V is homogeneous of degree −1. An eigenstate makes the mean energy stationary at s = 1, so 2<T> + <V> = 0. With E = <T> + <V> this gives <T> = −E and

<Σ_i p_i²> = 2<T> = −2E.

Therefore

<P²> = −2E + 2W,
S(1) = (4/3)(−E + W),
W = (3/4) S(1) + E.

Division by M gives the stated specific shift. The term E is negative and 3S(1)/4 is positive, so W is a difference and can have either sign. In the helium ground state treated below, E cancels about 95 percent of 3S(1)/4.

**Second derivation: the force on the nucleus**

This route finds the whole mass shift from the response of the electron cloud to a displacement of the nucleus, and then subtracts the normal shift.

Keep the laboratory coordinates and write the full Hamiltonian as

H_full = H_X − (1/2M) ∇_X²,

where H_X is the electronic Hamiltonian for a nucleus held at X. Its eigenfunctions are ψ_n(x_i − X), and their energies do not depend on X. In the space of zero total momentum these functions are the unperturbed states, with no further factor depending on X. The nuclear kinetic energy is the perturbation. With the scalar product taken over the electron positions at given X, the first-order shift is

ΔE = −(1/2M) <ψ0|∇_X² ψ0> = (1/2M) <∇_Xψ0|∇_Xψ0>.

The second form follows by differentiating <ψ0|∇_Xψ0>, which is the same for every X. This is the energy cost of an electron cloud that must follow its nucleus.

Now take |0> to be nondegenerate, with a real wave function. Differentiating (H_X − E)ψ0 = 0 with respect to X gives

(∇_X V)ψ0 + (H_X − E)∇_Xψ0 = 0.

Projection on ψ_n yields, for n ≠ 0,

<n|∇_Xψ0> = −<n|∇_X V|0>/ω_n.

The component along ψ0 vanishes, because differentiating <ψ0|ψ0> = 1 for real ψ0 gives 2<ψ0|∇_Xψ0> = 0. Completeness then gives

ΔE = (1/2M) Σ_{n≠0} |<n|∇_X V|0>|²/ω_n².

The operator −∇_X V is the force exerted by the electrons on the nucleus. Force elements are tied to dipole elements by the equation of motion at fixed X:

dR/dt = P,  dP/dt = −Σ_i ∂V/∂x_i = ∇_X V.

The last equality holds because V depends on differences of positions, so that moving all particles together leaves it unchanged. In the Heisenberg picture <n|R(t)|0> = exp(iω_n t) <n|R|0>. Two time derivatives give

−ω_n² <n|R|0> = <n|∇_X V|0>.

Inserting this, four powers of ω_n appear in the numerator and two cancel:

ΔE = (1/2M) Σ_n ω_n² |<n|R|0>|² = (1/2M)(3/2) S(1) = 3S(1)/(4M).

To find the normal part, keep only the change of T to κT, with κ = 1 + 1/M. Put r_i = κ r_i′. Then κT becomes κ·κ⁻² T′ = T′/κ, and V becomes V′/κ. The whole operator is the original one divided by κ, so its energy is

E/κ = E/(1 + 1/M) = E − E/M + E/M² − …

The normal shift is −E/M to first order, which is positive for a bound atom. First-order shifts add, and the remainder is the specific shift:

ΔE_sms = 3S(1)/(4M) − (−E/M) = (1/M)[ (3/4) S(1) + E ].

This agrees with the first derivation.

**What each derivation assumes**

Both need a nonrelativistic kinetic energy, a complete set of intermediate states and an expansion in 1/M cut after the first order. Both also need a potential that commutes with position. A nonlocal potential, such as Hartree–Fock exchange or many pseudopotentials, adds a term [V,R] to the commutator, and dR/dt is then no longer P.

The closure step of the first derivation asks nothing more of V. It holds for any local potential, even one without translation invariance, and for degenerate states. The second derivation was written for a nondegenerate state, because it divides by ω_n. A state degenerate with |0> would add nothing to the sum: ∇_Xψ0 equals −iPψ0, and the momentum elements vanish when ω_n = 0. What the second derivation does need in addition is a V built from coordinate differences. In return it shows what the sum measures, namely how strongly the electronic wave function changes when the cloud is carried along, with its shape unchanged, by a displaced nucleus.

The virial theorem in the first derivation and the scaling of κT + V in the second are one assumption in two forms. The derivative of E/κ at κ = 1 is −E, while first-order perturbation theory gives the same derivative as <T>; equating them gives <T> = −E. Both rest on V being homogeneous of degree −1. If the nucleus has a finite charge radius, this fails, and E must be replaced by −<T>:

W = (3/4) S(1) − <T>.

**Limiting cases and the sign of W**

With one electron there are no pairs, so W = 0 and S(1) = −4E/3. The specific shift vanishes, as the general form requires.

For two electrons, consider a wave function F(r_1,r_2) that depends on the two distances alone. Its gradients point along the unit vectors r̂_1 and r̂_2, and

W = ∫ (∂F/∂r_1)(∂F/∂r_2) r̂_1·r̂_2 d³r_1 d³r_2 = 0,

because r̂_1·r̂_2 averages to zero over the angles. Any state built from s orbitals alone, including the Hartree–Fock ground state of helium, has this form. The specific shift of the helium ground state is thus an effect of angular correlation.

A small model shows the sign. Take

ψ = F (1 − c r_1·r_2),  F = exp[−ζ(r_1 + r_2)],

with small c > 0, which favours electrons on opposite sides of the nucleus. To first order in c the normalization is unchanged, and

W = −c <∇_1F·∇_2(r_1·r_2 F) + ∇_1(r_1·r_2 F)·∇_2F>,

where the bracket is integrated over space and divided by the norm of F. With ∂F/∂r_i = −ζF, and with cos²θ averaging to 1/3, the first term is

−ζ<r_1> + (ζ²/3)<r_1><r_2> = −3/2 + 3/4 = −3/4,

since <r_i> = 3/(2ζ). The second term is equal to it by symmetry. Hence

W = −c(−3/4 − 3/4) = 3c/2 > 0.

In this model, electrons that avoid each other in angle have momenta that are on average aligned. The nucleus must then recoil more strongly than for independent electrons, and the energy rises.

Angular correlation is not the only possible source. In a 1s2p state made from two orthonormal orbitals a and b, with spatial part (ab ± ba)/√2, the direct term vanishes by parity and

W = ±|<a|p|b>|².

The upper sign belongs to the singlet and the lower to the triplet. Here exchange alone gives a specific shift. The sum rule still applies to the exact excited eigenstates that such orbital products approximate: downward transitions have negative f_n, but ω_n f_n contains ω_n² and is never negative.

**The helium ground state**

The numerical case uses correlated exponentials in r_1, r_2 and r_12 for the ground state, and the same type of function multiplied by z_1 or z_2 for the ¹P states. Diagonalization gives a finite set of ¹P states that stands in for the bound and continuum spectrum. Each computed state is the z member of a threefold degenerate level. The x and y members contribute equally, so the oscillator strengths quoted are summed over the level: f = 3 · (2/3) ω |<n|z_1 + z_2|0>|² = 2ω |<n|z_1 + z_2|0>|². The values are listed in the numerical output; relativistic, radiative and nuclear-size effects are left out.

The ground state has E = −2.903724 hartree, <T> = 2.903725 hartree and W = 0.15907. The last digit of <T> carries a basis error of 10⁻⁶ hartree; in the complete basis <T> = −E. The momentum route gives

<P²> = 2(2.903725) + 2(0.15907) = 6.12559,
S(1) = (2/3)(6.12559) = 4.08373 hartree.

The sum over ¹P states, taken from the dipole elements and excitation energies, gives 4.08385 hartree. The difference is 1.2 × 10⁻⁴ hartree, or 0.003 percent of S(1), within the tested tolerance of 10⁻³ hartree. A second check is S(0) = Σ_n f_n = N. For each component, closure gives Σ_n ω_n |<n|R_z|0>|² = ½<[R_z,[H,R_z]]> = ½<[R_z, −iP_z]> = N/2, and three components times 2/3 give N. The same states pass this test for N = 2 with a sum of 2.000002.

The small difference can be partly located. A sum over the same states with momentum elements in place of ω_n times dipole elements gives 4.08372 hartree, very close to the closure value. The mismatch therefore lies in the relation between the two kinds of element, which holds for exact eigenstates and approximately in a finite basis. For the lowest ¹P state the z components of the two sides are 0.32817 and 0.32816. The level enters S(1) as twice the square of this element, so its mismatch is about 4 × 0.328 × 10⁻⁵ ≈ 1 × 10⁻⁵ hartree, and below 3 × 10⁻⁵ hartree when rounding is allowed for. Most of the difference therefore comes from the other states.

The specific shift follows from the dipole sum:

(3/4) S(1) + E = 3.06288 − 2.90372 = 0.15916 hartree,
ΔE_sms = 0.15916/7294.2995 = 2.182 × 10⁻⁵ hartree,

where M = 7294.2995 is the mass of the helium-4 nucleus. This is 143.6 GHz in frequency units. The last digit of both values is affected by the error of the dipole sum: W = 0.15907 itself gives 2.181 × 10⁻⁵ hartree, or 143.5 GHz.

A separate test diagonalizes the ground-state Hamiltonian at finite mass with and without the pair term. A symmetric difference between 1/M and −1/M gives a slope of 0.15907 hartree, equal to W at the printed precision. The value from the dipole sum is higher by 0.06 percent.

That relative error is about twenty times the relative error of S(1). The reason is the subtraction: an error δ in S(1) enters W as 3δ/4, while W is smaller than 3S(1)/4 by the factor 3.063/0.159 ≈ 19. The dipole sum is thus a demanding way to obtain the specific shift, though a direct way to obtain the whole mass shift.

The continuum cannot be left out. About 91 percent of S(1) comes from computed states above the ionization threshold, which lies at 0.904 hartree. The lowest ¹P state, with excitation energy 0.7799 hartree and oscillator strength 0.2762, contributes 0.7799 × 0.2762 = 0.215 hartree, or 5 percent. The division at the threshold is approximate, since individual computed states there represent stretches of the spectrum; with the Rydberg series resolved, the share above threshold is 91.6 percent.

Without angular correlation the basis gives an energy of −2.879003 hartree (about 2.5 × 10⁻⁵ hartree above the converged radial limit, −2.87903 hartree) and a pair term that vanishes at the printed precision, as derived above. The full basis lowers the energy by 0.0247 hartree and brings in the whole of W. In S(1) the pair term is a modest part: 4.08373 hartree with it and 3.87163 hartree without it, at the same E.

The normal shift is 3.981 × 10⁻⁴ hartree, so the specific shift adds 5.5 percent to it. Together they give 4.19901 × 10⁻⁴ hartree from the dipole sum, against 4.19819 × 10⁻⁴ hartree from diagonalization at the true mass. Most of the difference of 8.2 × 10⁻⁸ hartree is the second-order term E/M² of the normal shift, which is −5.5 × 10⁻⁸ hartree. The error of the dipole sum accounts for another 1.2 × 10⁻⁸ hartree. The remaining 1.5 × 10⁻⁸ hartree comes from terms of order 1/M² that involve the pair operator. The scaling r_i = κ r_i′ turns its first-order value into W/(Mκ²), which contains the cross term −2W/M² = −0.6 × 10⁻⁸ hartree. The last 0.9 × 10⁻⁸ hartree is the second-order perturbation energy of the pair operator, which is negative for a ground state and equals −0.470/M² = −0.9 × 10⁻⁸ hartree for helium.

Values computed for the example and the checks

```
functions in S basis: 140, kept: 127
functions in P basis: 344, kept: 297
ground energy E                = -2.903724 hartree
kinetic energy <T>             = 2.903725 hartree
virial ratio <V>/<T>           = -1.9999998
<p1.p2>                        = 0.15907 a.u.
<P^2>                          = 6.12559 a.u.
S(0) from the explicit sum     = 2.000002
S(1) from the explicit sum     = 4.08385 hartree
S(1) from velocity-form sum    = 4.08372 hartree
S(1) = (2/3)<P^2>              = 4.08373 hartree
explicit sum minus (2/3)<P^2>  = 1.2e-04 hartree
-4E/3, S(1) without p1.p2      = 3.87163 hartree
ionization threshold           = 0.90372 hartree
S(1) part above threshold      = 3.728 hartree
share above threshold          = 91.3 percent
lowest 1P: excitation energy   = 0.7799 hartree
lowest 1P: oscillator strength = 0.2762
lowest 1P: w|<z>|              = 0.32817 a.u.
lowest 1P: |<d/dz>|            = 0.32816 a.u.
3S(1)/4                        = 3.06288 hartree
3S(1)/4 + E                    = 0.15916 hartree
M*shift, finite-mass slope     = 0.15907 hartree
s-orbital-only energy          = -2.879003 hartree
s-orbital-only |<p1.p2>|       = 0.00000 a.u.
smaller basis: energy          = -2.903724 hartree
smaller basis: <p1.p2>         = 0.15907 a.u.
helium-4 nuclear mass M        = 7294.2995 electron masses
normal shift -E/M              = 3.98081e-04 hartree
specific shift from S(1)       = 2.182e-05 hartree
specific shift from S(1)       = 143.6 GHz
total shift 3S(1)/(4M)         = 4.19901e-04 hartree
total shift, diagonalization   = 4.19819e-04 hartree
```
